# Choosing the k Mesh for Counting Ballistic Channels in a Chain

A band structure can give the wrong conductance even when every band energy in it is correct. Take a chain in which two electron waves travel to the right at the Fermi energy. If channels are counted as crossings with positive wave number and positive slope, the answer can be one, because a right-moving wave may have negative wave number. If the k mesh is too coarse, the two crossings that enclose a band maximum, one on each side of it, can both fall between the same two neighbouring mesh points. The count can then be zero, and a conductor looks like an insulator.

The setting discussed here is the number of k points along the transport direction, together with the rule that turns sampled energies into a channel count. The analysis gives a safe mesh for a stated energy and shows when a second channel exists.

## The model and what is counted

Consider an infinite chain with one orbital per site and spacing $a$. The orbitals are orthogonal, the electrons are independent, and spin gives a factor of two. The site energy is zero. The matrix elements to first and second neighbours are $-t_1$ and $-t_2$, with both hoppings real and $t_2\neq0$. The amplitude $\psi_n$ on site $n$ obeys

$$E\psi_n=-t_1(\psi_{n+1}+\psi_{n-1})-t_2(\psi_{n+2}+\psi_{n-2}).$$

Insert $\psi_n=e^{ikn}$, where $k$ is the dimensionless phase per site, and divide by $e^{ikn}$. Each pair of exponentials gives a cosine:

$$E(k)=-2t_1\cos k-2t_2\cos 2k,\qquad -\pi\le k<\pi.$$

A wave packet sits where the phase $kn-Et/\hbar$ is stationary in $k$, so $n=(dE/dk)\,t/\hbar$. Its velocity is therefore $(a/\hbar)s$, with slope

$$s(k)=\frac{dE}{dk}=2t_1\sin k+4t_2\sin2k.$$

The sign of $s$, not that of $k$, fixes the direction of travel. The channel number $M(E)$ is the number of solutions of $E(k)=E$ in one full zone with $s>0$. Energies of band extrema, where $s=0$, are excluded.

## Why the count gives the conductance

Let the contacts be reflectionless. Right movers are then filled according to the Fermi function $f_L$ of the left contact, and left movers according to $f_R$ of the right one. A chain of $N$ sites has length $Na$ and k spacing $2\pi/N$, so there are $dk/(2\pi a)$ states per length and spin. With current counted positive for electron flow to the right, its magnitude is

$$I=2e\int_{-\pi}^{\pi}\frac{dk}{2\pi a}\,\frac{a}{\hbar}\,s(k)\,f(k)=\frac{2e}{h}\int_{-\pi}^{\pi}dk\,s(k)f(k),$$

since $2\pi\hbar=h$. On each stretch of the band where $s$ keeps its sign, $s\,dk=dE$. The right-moving stretches add up to $\int M f_L\,dE$. The left-moving ones give $-\int M f_R\,dE$ with the same $M$, because a periodic function crosses a level upwards as often as downwards. Hence

$$I=\frac{2e}{h}\int M(E)\,(f_L-f_R)\,dE.$$

The velocity has cancelled against the density of states, so a slow channel carries as much current as a fast one. At zero temperature and small voltage $V$, $f_L-f_R$ is one over an energy range $eV$ and zero elsewhere. The conductance is then

$$G=\frac{2e^2}{h}M(E_F).$$

## The counting rule

Divide the full zone into $N$ cells of width $\delta=2\pi/N$, with the last mesh point joined to the first. Define $D(k)=E(k)-E$. Count one channel for each cell in which $D$ is negative at the left end and zero or positive at the right end. Treating zero as positive prevents a root on a mesh point from being counted twice. If velocities are needed, refine each root inside its cell by bracketing.

When $E(k)=E(-k)$, as here, half the zone suffices, but the rule changes. Each pair $\pm k$ has opposite slopes and so holds one right mover. One must count all crossings in $0<k<\pi$, whatever their slope. Complex hoppings can remove this symmetry, and the full zone is then needed.

## How fine the mesh must be

A cell that contains at most one root, ends included, is counted correctly. An error therefore needs two roots in one cell. Between two neighbouring roots $D$ vanishes at both ends and so has an extremum at some $k_*$, where $D'(k_*)=0$. Let $p$ be the root nearer to $k_*$. The roots are at most $\delta$ apart, so $|p-k_*|\le\delta/2$. Taylor's theorem about $k_*$ gives

$$0=D(p)=D(k_*)+\tfrac12D''(\xi)(p-k_*)^2$$

for some $\xi$ between $p$ and $k_*$. With $C$ an upper bound on $|E''|$,

$$|E-E(k_*)|\le\frac{C\delta^2}{8}.$$

A miscount can thus occur only this close to the energy of a band extremum. If $\Delta$ is the distance from $E$ to the nearest extremum energy, a sufficient mesh is

$$N>2\pi\sqrt{\frac{C}{8\Delta}}.$$

For the present band $E''=2t_1\cos k+8t_2\cos2k$, so $C=2|t_1|+8|t_2|$ will do.

The proof assumes a smooth band. If several bands are sorted by energy at each k point, a true crossing between them appears as a kink. There $E''$ does not exist, and the bound does not apply until the bands have been connected smoothly. In a cell with several sites, a smooth band may continue across the zone boundary as another band. Its last mesh point must then be joined to the first point of that continuation, not to its own first point.

## When a second channel opens

Put $c=\cos k$ and use $\cos2k=2c^2-1$:

$$E=2t_2-2t_1c-4t_2c^2.$$

Since $dc/dk=-\sin k$, the slope is $s=-\sin k\,(dE/dc)$. A root $c$ strictly between $-1$ and $1$, with $dE/dc\neq0$, belongs to two values $\pm k$ with opposite slopes. It contributes one right mover, so $M$ is the number of roots $c$ in $(-1,1)$.

The parabola turns where $-2t_1-8t_2c=0$, that is at

$$c_*=-\frac{t_1}{4t_2}.$$

If $|c_*|\ge1$, the energy is monotonic in $c$ on the allowed interval and $M=1$ throughout the band. If $|c_*|<1$, some energies are reached on both sides of the turning point. The condition for two channels is therefore

$$|t_2|>\frac{|t_1|}{4}.$$

It is strict and concerns magnitudes, so the signs of the hoppings do not matter for existence.

The turning value follows by substitution:

$$E_*=2t_2+\frac{t_1^2}{2t_2}-\frac{t_1^2}{4t_2}=2t_2+\frac{t_1^2}{4t_2}.$$

Completing the square gives $E_*-E=4t_2(c-c_*)^2$. Moving away from $E_*$, the two roots separate symmetrically about $c_*$. One of them leaves the interval first, at the end nearer to $c_*$. For $t_1\ne0$ this end is $c=-\mathrm{sgn}(t_1t_2)$, where

$$E_{\rm end}=2\,\mathrm{sgn}(t_2)|t_1|-2t_2.$$

The window lies between $E_{\rm end}$ and $E_*$. The distance from $c_*$ to the nearer end is $1-|t_1|/(4|t_2|)$, so the width is

$$W=4|t_2|\left(1-\frac{|t_1|}{4|t_2|}\right)^2=\frac{(4|t_2|-|t_1|)^2}{4|t_2|}.$$

For positive $t_2$ the window is at the top of the band, for negative $t_2$ at the bottom. The rest of the band has one channel.

Two limits show the meaning. For $t_1=0$ the even and odd sites form separate chains with one channel each. The whole band then has two channels, and $W=4|t_2|$ is the full bandwidth. Near the threshold, take both hoppings positive and set $k=\pi+q$. For small $q$,

$$E=2t_1-2t_2+(4t_2-t_1)q^2+\dots$$

Below threshold the zone boundary is a maximum. Above threshold it is a local minimum, with two maxima beside it, and the window is the depth of this dip. With $\varepsilon=t_2-t_1/4$ the width is $W=4\varepsilon^2/t_2$. It opens quadratically, so a chain slightly above threshold has a very narrow window.

An energy scan with a step of 3 meV agrees with the threshold and the width formula. At $t_1=1$ eV it finds no window for $t_2=0.20$ or 0.25 eV. For $t_2=0.30$ eV the width is 0.033 eV by scan and 0.0333 eV by formula. For $t_2=1.00$ eV both give 2.25 eV. Reversing either sign at $|t_2|=0.50$ eV leaves the width at 0.50 eV within the scan step.

## A chain with two channels

Take the round model values $t_1=1$ eV, $t_2=0.5$ eV, $a=0.3$ nm and $E_F=1.25$ eV. The turning point is $c_*=-0.5$. The window runs from $2-1=1.0$ eV to $1+0.5=1.5$ eV, and the band bottom, at $k=0$, is $-2-1=-3$ eV.

At the Fermi energy $1.25=1-2c-2c^2$, or $c^2+c+0.125=0$. The roots are

$$c=\frac{-1\pm\sqrt{0.5}}{2}=-0.1464,\ -0.8536.$$

The slope is $s=\sin k\,(2+4c)$ in eV. For $c=-0.1464$ the bracket is positive, so the right mover has positive wave number, $k=1.718$, with $s=1.399$ eV. For $c=-0.8536$ the bracket is negative, so the right mover has negative wave number, $k=-2.594$, with $s=0.737$ eV. Multiplication by $a/\hbar$ gives velocities of 638 and 336 km/s.

Each channel contributes $2e^2/h=77.48$ µS. The conductance is 154.96 µS, a resistance of 6.453 kΩ. Counting positive $k$ with positive slope would find only the faster wave and halve the conductance.

The count can be compared with a transmission calculated without using the bands. Group the sites in pairs, with matrix $h_0$ inside a pair and $\tau$ from one pair to the next. Eliminating the half-infinite chain on the right adds to $h_0$ the self-energy $\Sigma_R=\tau g_R\tau^\dagger$, where $g_R=(E+i\eta-h_0-\tau g_R\tau^\dagger)^{-1}$. The left side follows with $\tau$ and $\tau^\dagger$ exchanged. The standard Green-function expression for the transmission is

$$T=\mathrm{Tr}[\Gamma_L\mathcal G\,\Gamma_R\mathcal G^\dagger],$$

with $\mathcal G=(E+i\eta-h_0-\Sigma_L-\Sigma_R)^{-1}$ and $\Gamma=i(\Sigma-\Sigma^\dagger)$ for each side. In a perfect chain nothing scatters, so $T$ must equal $M$. With $\eta=10^{-7}$ eV, five pairs of hoppings on both sides of the threshold, and nine energies from $-3.3$ to 1.63 eV, the largest difference was $1.5\times10^{-6}$ channels.

## Reading the mesh error

For this chain $C=2+4=6$ eV. At $E_F$ the nearest extremum energy is 0.25 eV away, so the sufficient condition is $N>2\pi\sqrt{6/2}=10.9$. Eleven points are enough there. Energies closer to a band extremum may need more.

With 40 points the bound is 18.5 meV, while the farthest miscount found in an energy scan was 4.0 meV from an extremum. The difference can be traced. The band maximum is at $k=120^\circ$, whereas the mesh has a spacing of $9^\circ$ and its nearest point is at $117^\circ$. There $c=-0.4540$ and $E=1-2c-2c^2=1.4958$ eV. Every energy between this value and 1.5 eV lies above all mesh energies, and the count is zero instead of two. This strip is 4.2 meV wide, and the scan samples it at discrete energies. The bound is larger because it allows for the worst placement of the mesh and uses 6 eV for the curvature, which is 3 eV in magnitude at this maximum. With 2000 points the bound is 0.0074 meV.

At the middle of the window $\Delta=W/2$, and the mesh condition becomes

$$N>\pi\sqrt{C/W}.$$

For $t_2=0.3$ eV, $C=4.4$ eV and $W=0.0333$ eV give $N>36.1$. Since $W$ falls as $\varepsilon^2$, this sufficient $N$ grows as $1/\varepsilon$ near the threshold. The mesh actually needed grows only as $1/\sqrt\varepsilon$, because the mid-window crossings are separated by distances in $k$ proportional to $\sqrt\varepsilon$. The bound becomes too cautious there: it keeps $C$ fixed, while the curvature at the two maxima falls in proportion to $\varepsilon$.

The counting rule also applies to longer-ranged hopping. With $\lambda=e^{ik}$ and range $R$, the equation $E(k)=E$ becomes, after multiplication by $\lambda^R$, a polynomial of degree $2R$. Its roots on the unit circle are the real-$k$ crossings, half of them right-moving, so $M\le R$. In 200 chains with random complex hoppings to three neighbours and energies between $-2$ and 2 eV, a 4000-point mesh gave the same count as the polynomial roots each time. The largest count was three.

## Temperature can hide the window

For small voltage at temperature $T_e$, $f_L-f_R$ becomes $eV(-df/dE)$. A channel that opens at energy $x$ contributes $\int_x^\infty(-df/dE)\,dE=f(x)$. Let $t_1>0$ and $t_2>t_1/4$. Then $M$ rises by one at the band bottom $E_b$, rises by one at the lower window edge $E_1$, and falls by two at the upper edge $E_2$:

$$\frac{G}{2e^2/h}=f(E_b)+f(E_1)-2f(E_2).$$

Put the chemical potential at mid-window, far above the band bottom, so that $f(E_b)\approx1$. By symmetry $f(E_1)=1-f(E_2)$, and

$$\frac{G}{2e^2/h}\approx2-\frac{3}{1+e^{W/(2k_BT_e)}}.$$

At 300 K, $k_BT_e=25.85$ meV. The main example gives 1.9998, and the current at 0.1 V is 15.49 µA. For $t_2=0.3$ eV the window runs from 1.400 to 1.433 eV. At its middle the ratio is 2.000 at 4 K but 0.967 at 300 K. The value falls below one because part of the thermal weight lies above the band top, where there are no channels.

To keep the mid-window conductance within 1% of the two-channel value, the subtracted term must be below 0.02. This requires $e^{W/(2k_BT_e)}>149$, or $W>10\,k_BT_e$. At 300 K that is 0.26 eV. With $t_1$ held at 1 eV and $t_2$ positive, the width formula then requires $t_2$ above about 0.414 eV. A finer k mesh cannot restore a plateau that temperature has removed.

## What the count leaves out

The channel number is an upper limit on transmission, since a scatterer can reflect incoming waves. Let one site, $n=0$, have its energy shifted by $U$, with $E$ inside the window. An incoming wave $e^{ik_jn}$ becomes

$$\psi_n=e^{ik_jn}+g(n)U\psi_0,\qquad g(n)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{e^{ikn}}{E+i\eta-E(k)}.$$

For $n\ge0$ close the contour in the upper half of the complex $k$ plane. The vertical sides cancel by periodicity, and the far side vanishes because $|E(k)|$ grows there. The small $\eta$ moves each root by $i\eta/s$, so right movers lie inside the contour. Inside the window all four roots are real and no decaying waves contribute. The residue of the fraction at $k_i$ is $-1/s_i$, hence

$$g(n)=-i\sum_i\frac{e^{ik_in}}{s_i},\qquad g(0)=-iS,\qquad S=\sum_i\frac1{s_i},$$

with sums over right movers. Setting $n=0$ gives $\psi_0=1/(1+iUS)$. With $\theta=U/(1+iUS)$, the outgoing amplitude in channel $i$ is $\delta_{ij}-i\theta/s_i$. Current is proportional to $s$ times squared amplitude, so the amplitude is multiplied by $\sqrt{s_i/s_j}$, which gives $\delta_{ij}-i\theta/\sqrt{s_is_j}$. Summing the squared magnitudes over both indices,

$$T=2+2S\,\mathrm{Im}\,\theta+|\theta|^2S^2=2-\frac{U^2S^2}{1+U^2S^2},$$

because $\mathrm{Im}\,\theta=-U^2S/(1+U^2S^2)$ and $|\theta|^2=U^2/(1+U^2S^2)$.

In the example $S=2.072$ eV$^{-1}$. A shift of 0.1 eV gives $T=1.959$, a loss of 2% relative to two; 1 eV gives 1.189 and 10 eV gives 1.002. One channel survives because two right-moving waves can be combined to vanish at the defect, and this combination is not scattered. As the energy approaches a window edge a slope tends to zero and $S$ diverges, so any defect removes almost one channel once $|U|S\gg1$. For a weak defect this happens only very close to the edge. At a distance $d$ above the lower edge of the example the new channel has $s\approx2\sqrt d$ (energies in eV), so the loss reaches about half a channel at $d\approx U^2/4$. At $d=1$ meV the formula gives $T=1.27$ for $U=0.1$ eV but still 1.97 for $U=0.01$ eV.

The window itself is sensitive to omitted hopping. A third-neighbour term adds $-2t_3\cos3k$. For $t_3=0.05$ eV it raises the zone-boundary energy by 0.1 eV and lowers the maximum at $k=2\pi/3$ by 0.1 eV. That point stays stationary because the added slope, $6t_3\sin3k$, vanishes there. The window shrinks to 1.1–1.4 eV, a loss of 40% of its width from a hopping that is 5% of $t_1$. For $t_3=-0.05$ eV both shifts reverse, and the window widens by the same amount, running from 0.9 to 1.6 eV.

Hoppings near 1 eV and spacings of a few tenths of a nanometre are roughly atomic in scale, but the example represents no particular material. Its ratio $t_2/t_1=0.5$ is high for a straight chain with hopping that decays with distance. A zigzag chain can bring second neighbours closer and is a more natural setting. Real contacts can also reflect, and this can lower the conductance by an amount this model does not determine. Interactions, lattice distortion and phonons are also absent.

## Using the setting

1. Sample the full zone and select by slope. With $E(k)=E(-k)$, half the zone may be used if all crossings are counted.
2. Find the distance $\Delta$ from the energy of interest to the nearest band extremum, bound the curvature, and choose $N>2\pi\sqrt{C/(8\Delta)}$ for each smooth band.
3. If a second channel depends on a narrow window, compare its width with $10\,k_BT_e$ and repeat the calculation with longer-ranged hopping included. The factor 10 is for 1% accuracy with the chemical potential at mid-window in the chain above; in a window at least that wide, the loss is larger near either edge.
4. Treat the result as the conductance only for reflectionless contacts and a chain without scattering. Otherwise calculate the transmission.

The numerical output below lists the values for both chains.

## Numbers as computed

```
first-neighbour hopping t1 = 1.00 eV
second-neighbour hopping t2 = 0.50 eV
site spacing = 0.30 nm
Fermi energy = 1.250 eV
band bottom = -3.000 eV
window lower edge = 1.000 eV
window upper edge = 1.500 eV
window width = 0.500 eV
cos k at turning point = -0.500
right mover 1: k = -2.5936 rad, cos k = -0.8536
right mover 1: dE/dk = 0.7368 eV/rad
right mover 1: velocity = 335.8 km/s
right mover 2: k = +1.7178 rad, cos k = -0.1464
right mover 2: dE/dk = 1.3990 eV/rad
right mover 2: velocity = 637.6 km/s
channels at Fermi energy = 2
channels at 0.700 eV = 1
Green-function transmission at Fermi energy = 2.00000
largest |transmission - count|, 45 cases = 1.5e-06
conductance quantum 2e^2/h = 77.481 uS
two-channel conductance = 154.962 uS
two-channel resistance = 6.453 kOhm
window width by scan and by formula (eV), scan step 0.003 eV:
  t1 = +1.00, t2 = +0.20: 0.000, 0.0000
  t1 = +1.00, t2 = +0.25: 0.000, 0.0000
  t1 = +1.00, t2 = +0.30: 0.033, 0.0333
  t1 = +1.00, t2 = +0.50: 0.498, 0.5000
  t1 = +1.00, t2 = +1.00: 2.250, 2.2500
  t1 = +1.00, t2 = -0.50: 0.501, 0.5000
  t1 = -1.00, t2 = +0.50: 0.498, 0.5000
most channels in 200 random three-neighbour chains = 3
mesh 40: error bound = 18.51 meV
mesh 40: farthest miscount = 4.03 meV
mesh 2000: error bound = 0.0074 meV
thermal energy at 300 K = 25.85 meV
conductance at 300 K = 1.99981 x 2e^2/h
current at 0.1 V, 300 K, from k states = 15.4936 uA
current at 0.1 V, 300 K, from count = 15.4936 uA
weak case t2 = 0.30 eV: window = 1.4000 to 1.4333 eV
weak case: mid-window Fermi energy = 1.4167 eV
weak case: conductance at 4 K = 2.0000 x 2e^2/h
weak case: conductance at 300 K = 0.9674 x 2e^2/h
sum of inverse slopes S = 2.0720 rad/eV
transmission with defect U = 0.1 eV: 1.9588
transmission with defect U = 1.0 eV: 1.1889
transmission with defect U = 10.0 eV: 1.0023
with t3 = 0.05 eV: window = 1.100 to 1.400 eV
with t3 = 0.05 eV: width = 0.300 eV
```
